# Phosphorus concentration of n-type silicon from its resistivity: verification in Python

```python
"""Phosphorus density N of n-type silicon from its resistivity rho at 300 K.
Result under test: q*N*mu(N)*rho = 1 has one positive root when
  mu(N) = MU_MIN + (MU_MAX - MU_MIN)/(1 + (N/N_REF)**A), 0 < A < 1,
and the root is found by bracketing, fixed-point iteration or Newton in ln N.
Symbols: q elementary charge (C), N donor density (cm^-3), mu electron
mobility (cm^2/Vs), rho resistivity (ohm cm), L = d ln(N mu)/d ln N.
All material parameters are rough, rounded typical values for silicon.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

q = constants.e
T = 300.0
kT = constants.k * T / q                      # eV
RHO = 0.1                                     # ohm cm
MU_MIN, MU_MAX, N_REF, A = 70.0, 1400.0, 9e16, 0.7


def mobility(N, mu_max=MU_MAX):
    return MU_MIN + (mu_max - MU_MIN) / (1 + (N / N_REF)**A)


def slope(N):
    xa = (N / N_REF)**A
    return 1 - A * xa / (1 + xa) * (1 - MU_MIN / mobility(N))


def solve(carriers=lambda N: N, mu=mobility, rho=RHO):
    """Donor density whose conductivity q*carriers*mu equals 1/rho."""
    def excess(u):
        N = np.exp(u)
        return np.log(q * rho * carriers(N) * mu(N))
    return np.exp(brentq(excess, np.log(1e12), np.log(1e21),
                         xtol=1e-13, rtol=1e-14))


# Bracket and root
N_low, N_high = 1 / (q * RHO * MU_MAX), 1 / (q * RHO * MU_MIN)
N0 = solve()
mu0, L0 = mobility(N0), slope(N0)
assert N_low < N0 < N_high

# Independent road: all roots of the equivalent polynomial for A = 7/10
c = 1 / (q * RHO * N_REF)
coefficients = np.zeros(18)                   # descending powers, degree 17
coefficients[0], coefficients[7] = MU_MIN, MU_MAX
coefficients[10], coefficients[17] = -c, -c
roots = np.roots(coefficients)
positive = [z.real for z in roots if abs(z.imag) < 1e-8 and z.real > 0]
assert len(positive) == 1
N_poly = N_REF * positive[0]**10
assert abs(N_poly / N0 - 1) < 1e-9

# Slope formula and its bounds against finite differences of ln(N mu)
u = np.linspace(np.log(1e13), np.log(1e21), 20001)
h = 1e-4


def log_product(v):
    return v + np.log(mobility(np.exp(v)))


slope_fd = (log_product(u + h) - log_product(u - h)) / (2 * h)
assert np.max(abs(slope_fd - slope(np.exp(u)))) < 1e-7
assert slope_fd.min() > 1 - A and slope_fd.max() < 1
root_r = np.sqrt(MU_MIN / MU_MAX)
L_min = 1 - A * (1 - root_r) / (1 + root_r)
assert abs(slope_fd.min() - L_min) < 1e-6
mu_at_min = mobility(np.exp(u[np.argmin(slope_fd)]))
assert abs(mu_at_min / (MU_MAX * root_r) - 1) < 1e-2   # flat minimum on a grid

# Fixed-point iteration from the lower bracket
fixed = [N_low]
for _ in range(14):
    fixed.append(1 / (q * RHO * mobility(fixed[-1])))
fixed = np.array(fixed)
err = np.log(fixed / N0)
ratios = err[1:] / err[:-1]
assert np.all(np.diff(fixed) > 0) and np.all(fixed < N0)
assert np.all(ratios < 1 - L_min + 1e-9)
assert abs(ratios[9] - (1 - L0)) < 1e-4
steps_fixed = int(np.argmax(abs(fixed / N0 - 1) < 1e-3))


# Newton's method in ln N
def newton_step(N):
    return N * np.exp(-np.log(q * RHO * N * mobility(N)) / slope(N))


newton = [N_low]
for _ in range(4):
    newton.append(newton_step(newton[-1]))
assert abs(newton[-1] / N0 - 1) < 1e-10
assert L_min > 0.5
newton_factor = 1 / L_min - 1
for start in np.logspace(10, 22, 49):
    N = newton_step(start)
    assert abs(np.log(N / N0)) < newton_factor * abs(np.log(start / N0))
    for _ in range(100):
        N = newton_step(N)
    assert abs(N / N0 - 1) < 1e-10

# Sensitivity to resistivity and to the mobility curve, by solving again
d = 1e-4
sens = np.log(solve(rho=RHO * (1 + d)) / solve(rho=RHO * (1 - d)))
sens /= np.log((1 + d) / (1 - d))
assert abs(sens + 1 / L0) < 1e-6
shift_mu = np.log(solve(mu=lambda N: (1 + d) * mobility(N)) / N0) / d
assert abs(shift_mu + 1 / L0) < 1e-3
N_mu_low = solve(mu=lambda N: 0.95 * mobility(N))
N_mu_high = solve(mu=lambda N: 1.05 * mobility(N))
N_rho_up = solve(rho=1.01 * RHO)

# Incomplete ionization: donor depth E_D, conduction-band density N_C
E_D, N_C = 0.045, 2.8e19
n1 = 0.5 * N_C * np.exp(-E_D / kT)


def ionized(N):
    return 2 * N / (1 + np.sqrt(1 + 4 * N / n1))


def band_density(eta):
    """Fermi-Dirac electron density; eta = (E_F - E_C)/kT."""
    value = quad(lambda t: 2 * t * t / (1 + np.exp(t * t - eta)), 0, 8)[0]
    return N_C * 2 / np.sqrt(np.pi) * value


eta = brentq(lambda e: band_density(e)
             - N0 / (1 + 2 * np.exp(e + E_D / kT)), -15, 0)
n_fermi = band_density(eta)
assert abs(n_fermi / ionized(N0) - 1) < 1e-3  # closed form omits degeneracy
degeneracy = 1 - n_fermi / (N_C * np.exp(eta))
N_ion_all = solve(carriers=ionized)
N_ion_charged = solve(carriers=ionized, mu=lambda N: mobility(ionized(N)))
assert abs(N_ion_charged / (N0 + N0**2 / n1) - 1) < 1e-9


# Compensation by acceptors, N_A = fraction*N_D
def compensated(fraction):
    return solve(carriers=lambda N: (1 - fraction) * N,
                 mu=lambda N: mobility((1 + fraction) * N))


assert abs((compensated(d) / N0 - 1) / d - (2 - L0) / L0) < 2e-3
N_comp = compensated(0.05)

# Temperature, holes and field
T_POWER = 2.4
mu_max_warm = MU_MAX * ((T + 1) / T)**(-T_POWER)
N_warm = solve(mu=lambda N: mobility(N, mu_max_warm))
N_I, MU_HOLE = 1e10, 450.0
hole_part = N_I**2 / N0 * MU_HOLE / (N0 * mu0)
FIELD, V_SAT = 10.0, 1e7
field_drop = 1 - 1 / np.sqrt(1 + (mu0 * FIELD / V_SAT)**2)


def pct(N):
    return 100 * (N / N0 - 1)


print(f"elementary charge: {q:.6e} C")
print(f"temperature: {T:.0f} K, kT: {1000*kT:.3f} meV")
print(f"resistivity: {RHO} ohm cm, conductivity: {1/RHO:.1f} S/cm")
print(f"mu_min, mu_max: {MU_MIN:.0f}, {MU_MAX:.0f} cm^2/Vs")
print(f"N_ref: {N_REF:.1e} cm^-3, exponent a: {A}")
print(f"required product N*mu: {1/(q*RHO):.5e} 1/(cm V s)")
print(f"lower bracket (lattice mobility): {N_low:.4e} cm^-3")
print(f"upper bracket: {N_high:.4e} cm^-3")
print(f"phosphorus density N: {N0:.5e} cm^-3")
print(f"mobility at N: {mu0:.2f} cm^2/Vs")
print(f"resistivity from root: {1/(q*N0*mu0):.8f} ohm cm")
print(f"lower bracket error: {pct(N_low):.1f} %")
print(f"polynomial constant c: {c:.3f} cm^2/Vs")
print(f"polynomial positive roots: {len(positive)}, y = {positive[0]:.6f}")
print(f"density from polynomial: {N_poly:.5e} cm^-3")
print(f"slope L at root: {L0:.4f}, 1/L: {1/L0:.4f}")
print(f"smallest slope L_min: {L_min:.4f}")
print(f"fixed-point factor: final {1-L0:.4f}, bound {1-L_min:.4f}")
print(f"Newton error factor bound: {newton_factor:.4f}")
for k in range(6):
    print(f"fixed-point iterate {k}: {fixed[k]:.5e} cm^-3")
print(f"fixed-point steps to 0.1 %: {steps_fixed}")
for k in range(4):
    print(f"Newton iterate {k}: {newton[k]:.7e} cm^-3")
print(f"N shift, resistivity +1 %: {pct(N_rho_up):.2f} %")
print(f"N shift, mobility curve -5 %: {pct(N_mu_low):+.2f} %")
print(f"N shift, mobility curve +5 %: {pct(N_mu_high):+.2f} %")
print(f"donor depth: {1000*E_D:.0f} meV, N_c: {N_C:.1e} cm^-3")
print(f"ionization density n1: {n1:.3e} cm^-3")
print(f"ionized fraction at N: {100*ionized(N0)/N0:.2f} %")
print(f"N shift, ionization, all donors scatter: {pct(N_ion_all):+.2f} %")
print(f"N shift, ionization, ions scatter: {pct(N_ion_charged):+.2f} %")
print(f"degeneracy correction to n: {100*degeneracy:.3f} %")
print(f"N_D shift, 5 % compensation: {pct(N_comp):+.2f} %")
print(f"lattice mobility power of 1/T: {T_POWER}")
print(f"N shift, sample 1 K warmer: {pct(N_warm):+.2f} %")
print(f"n_i: {N_I:.0e} cm^-3, hole mobility: {MU_HOLE:.0f} cm^2/Vs")
print(f"hole/electron conductivity: {hole_part:.1e}")
print(f"field: {FIELD:.0f} V/cm, saturation velocity: {V_SAT:.0e} cm/s")
print(f"mobility drop at this field: {100*field_drop:.1e} %")
print("no test failed")
```

It prints:

```
elementary charge: 1.602177e-19 C
temperature: 300 K, kT: 25.852 meV
resistivity: 0.1 ohm cm, conductivity: 10.0 S/cm
mu_min, mu_max: 70, 1400 cm^2/Vs
N_ref: 9.0e+16 cm^-3, exponent a: 0.7
required product N*mu: 6.24151e+19 1/(cm V s)
lower bracket (lattice mobility): 4.4582e+16 cm^-3
upper bracket: 8.9164e+17 cm^-3
phosphorus density N: 8.27054e+16 cm^-3
mobility at N: 754.67 cm^2/Vs
resistivity from root: 0.10000000 ohm cm
lower bracket error: -46.1 %
polynomial constant c: 693.501 cm^2/Vs
polynomial positive roots: 1, y = 0.991583
density from polynomial: 8.27054e+16 cm^-3
slope L at root: 0.6919, 1/L: 1.4454
smallest slope L_min: 0.5558
fixed-point factor: final 0.3081, bound 0.4442
Newton error factor bound: 0.7991
fixed-point iterate 0: 4.45822e+16 cm^-3
fixed-point iterate 1: 6.97154e+16 cm^-3
fixed-point iterate 2: 7.85803e+16 cm^-3
fixed-point iterate 3: 8.14226e+16 cm^-3
fixed-point iterate 4: 8.23090e+16 cm^-3
fixed-point iterate 5: 8.25832e+16 cm^-3
fixed-point steps to 0.1 %: 6
Newton iterate 0: 4.4582208e+16 cm^-3
Newton iterate 1: 8.0592074e+16 cm^-3
Newton iterate 2: 8.2701391e+16 cm^-3
Newton iterate 3: 8.2705441e+16 cm^-3
N shift, resistivity +1 %: -1.43 %
N shift, mobility curve -5 %: +7.74 %
N shift, mobility curve +5 %: -6.78 %
donor depth: 45 meV, N_c: 2.8e+19 cm^-3
ionization density n1: 2.456e+18 cm^-3
ionized fraction at N: 96.84 %
N shift, ionization, all donors scatter: +5.00 %
N shift, ionization, ions scatter: +3.37 %
degeneracy correction to n: 0.101 %
N_D shift, 5 % compensation: +10.23 %
lattice mobility power of 1/T: 2.4
N shift, sample 1 K warmer: +1.11 %
n_i: 1e+10 cm^-3, hole mobility: 450 cm^2/Vs
hole/electron conductivity: 8.7e-15
field: 10 V/cm, saturation velocity: 1e+07 cm/s
mobility drop at this field: 2.8e-05 %
no test failed
```
